# Co-motion functions on a line and for two electrons in a sphere: a program that tests the result

```python
# Result under test: co-motion functions of strictly correlated electrons.
# Line: f_i(x) = Ne^-1(Ne(x)+i-1), argument reduced by N when it exceeds N,
#   minimises the mean of sum 2/|xi-xj| at fixed density n, Ne = cumulant of n.
# Sphere, two electrons: opposite directions and Ne(f) = 2 - Ne(r).
# Rydberg units: lengths in bohr, energies in Ry, repulsion 2/distance.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad, trapezoid
from scipy.optimize import brentq, linprog, linear_sum_assignment, minimize_scalar
from scipy.special import expit, gammainc, gammaincc, gammaincinv, gammainccinv

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
N = 3
rng = np.random.default_rng(7)


# ---------------- electrons on a line ----------------
def density(x):
    return 2 * N * expit(x)**2 * expit(-x)


def cumulant(x):
    return N * expit(x)**2


def quantile(q):
    # the clip only keeps rounding from leaving the open interval (0, N)
    q = np.clip(q, 1e-14, N - 1e-14)
    return -np.log(np.sqrt(N / q) - 1)


def comotion(x, i):
    q = cumulant(x) + i - 1
    return quantile(np.where(q > N, q - N, q))


def positions(x):
    return np.sort([float(comotion(x, i)) for i in range(1, N + 1)])


def repulsion(points):
    return sum(2 / abs(b - a) for a, b in combinations(points, 2))


a1, a2 = float(quantile(1.0)), float(quantile(2.0))
for x in (-1.0, 0.4, 2.0):
    assert abs(quad(density, -40, x)[0] - cumulant(x)) < 1e-8

# co-motion functions against root finding on integrals of the density
x_in, x_wrap = -0.5, 2.2
root = brentq(lambda y: quad(density, x_in, y)[0] - 1, x_in, 20)
assert abs(root - comotion(x_in, 2)) < 1e-7
outside = quad(density, x_wrap, 40)[0]
root = brentq(lambda y: quad(density, -40, y)[0] + outside - 1, -15, x_wrap)
assert abs(root - comotion(x_wrap, 2)) < 1e-6

# density transport by finite differences, and the cyclic group law
h = 1e-4
for x in (x_in, 0.9, x_wrap):
    slope = (comotion(x + h, 2) - comotion(x - h, 2)) / (2 * h)
    assert abs(slope * density(comotion(x, 2)) - density(x)) < 1e-5
    twice = comotion(comotion(x, 2), 2)
    assert abs(twice - comotion(x, 3)) < 1e-8
    assert abs(comotion(twice, 2) - x) < 1e-8

# every window holds floor(m) or ceil(m) electrons, m = its integrated density
for _ in range(3000):
    pts = positions(quantile(rng.uniform(0.001, N - 0.001)))
    u, t = rng.uniform(-4, 6), rng.uniform(0, 8)
    m = cumulant(u + t) - cumulant(u)
    count = np.sum((pts >= u) & (pts <= u + t))
    assert np.floor(m) <= count <= np.ceil(m)


# repulsion of one arbitrary configuration from counting pairs in windows
def pairs_in_windows(points, t):
    edges = np.sort(np.concatenate([points - t, points]))
    mid = (edges[1:] + edges[:-1]) / 2
    c = np.array([np.sum((points >= v) & (points <= v + t)) for v in mid])
    return np.sum(np.diff(edges) * c * (c - 1) / 2)


config = np.array([-0.4, 0.7, 1.9])
gaps = [b - a for a, b in combinations(config, 2)]
by_windows = quad(lambda s: 4 * s * pairs_in_windows(config, 1 / s),
                  0, 2 / min(gaps), points=[1 / d for d in gaps], limit=200)[0]
assert abs(by_windows - repulsion(config)) < 1e-6

# energy of the correlated state: three orbit integrals and the window bound
segments = [(-17, a1), (a1, a2), (a2, 30)]


def integrate_segment(fun, seg):
    return quad(fun, seg[0], seg[1], limit=200, epsabs=1e-9, epsrel=1e-9)[0]


def orbit_integrand(x):
    return density(x) * repulsion(positions(x))


def partner_integrand(x):
    return density(x) * sum(2 / abs(x - float(comotion(x, i)))
                            for i in range(2, N + 1)) / 2


E_line = integrate_segment(orbit_integrand, segments[0])
E_all = sum(integrate_segment(orbit_integrand, s) for s in segments) / N
E_half = sum(integrate_segment(partner_integrand, s) for s in segments)
assert abs(E_line - E_all) < 1e-5 and abs(E_line - E_half) < 1e-5

closest = minimize_scalar(lambda q: float(quantile(q + 1) - quantile(q)),
                          bounds=(0.01, 1.99), method="bounded").fun


def window_bound(t):
    u = np.linspace(a1 - t, a2, 4001)
    m = cumulant(u + t) - cumulant(u)
    k = np.floor(m)
    return trapezoid(k * m - k * (k + 1) / 2, u)


nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (nodes + 1) / 2, weights / 2
E_window = sum(w / closest * 4 * (s / closest) * window_bound(closest / s)
               for s, w in zip(nodes, weights))
assert abs(E_window - E_line) < 1e-4   # kinks limit the fixed-grid quadrature

# one electron per segment, but with independent places inside the segments
cells = [quantile(j + nodes) for j in range(N)]
E_cells = sum(weights @ (2 / (cells[j][None, :] - cells[i][:, None])) @ weights
              for i, j in combinations(range(N), 2))
assert E_cells > E_line + 1e-3

# linear program over all triples of equally occupied sites
n_sites = 12
sites = quantile((np.arange(n_sites) + 0.5) * N / n_sites)
triples = list(combinations(range(n_sites), N))
occupation = np.zeros((n_sites, len(triples)))
for col, tr in enumerate(triples):
    occupation[list(tr), col] = 1
step = n_sites // N
rule = [tuple(k + step * j for j in range(N)) for k in range(step)]


def solve_sites(w):
    cost = np.array([sum(w(sites[b] - sites[a]) for a, b in combinations(tr, 2))
                     for tr in triples])
    res = linprog(cost, A_eq=occupation, b_eq=np.full(n_sites, N / n_sites),
                  bounds=(0, None), method="highs")
    assert res.status == 0
    support = {tr for tr, p in zip(triples, res.x) if p > 1e-8}
    by_rule = np.mean([cost[triples.index(tr)] for tr in rule])
    return res.fun, by_rule, support


lp_min, lp_rule, lp_support = solve_sites(lambda d: 2 / d)
assert abs(lp_min - lp_rule) < 1e-7 and lp_support == set(rule)
soft = 10.0
soft_min, soft_rule, soft_support = solve_sites(
    lambda d: 2 / np.sqrt(d * d + soft * soft))
assert soft_min < soft_rule - 1e-4     # the rule fails without convexity


# ---------------- two electrons in a spherical density ----------------
def density3(r):
    return 2 / np.pi * np.exp(-2 * r)


def shell(r):
    return 4 * np.pi * r * r * density3(r)


def Ne(r):
    return 2 * gammainc(3, 2 * r)


r_fix = float(gammaincinv(3, 0.5) / 2)


def radial_map(r):
    # two equal forms, each used where it keeps its digits
    return np.where(r < r_fix, gammainccinv(3, gammainc(3, 2 * r)),
                    gammaincinv(3, gammaincc(3, 2 * r))) / 2


for r in (0.3, 1.0, 2.5):
    f = float(radial_map(r))
    assert abs(quad(shell, 0, r)[0] - Ne(r)) < 1e-8
    assert abs(quad(shell, 0, r)[0] + quad(shell, 0, f)[0] - 2) < 1e-7
    on_diameter = quad(lambda z: shell(abs(z)) / 2, -f, r, points=[0])[0]
    assert abs(on_diameter - 1) < 1e-7
    slope = (radial_map(r + h) - radial_map(r - h)) / (2 * h)
    assert abs(slope + shell(r) / shell(f)) < 1e-5 * (1 + abs(slope))
    assert abs(radial_map(f) - r) < 1e-7


def radial_mean(fun):
    return sum(quad(lambda r: shell(r) / 2 * fun(r), lo, hi, limit=200)[0]
               for lo, hi in ((0, r_fix), (r_fix, 30)))


def probability_bound(edge):
    # double integral of 4/(a+b)^3 times the least joint probability;
    # beyond the edge the enclosed charge is complete to rounding, so the
    # integral over the far variable is done analytically
    square = dblquad(lambda b, a: 4 / (a + b)**3
                     * max(0.0, gammainc(3, 2 * a) - gammaincc(3, 2 * b)),
                     0, edge, lambda a: min(float(radial_map(a)), edge), edge,
                     epsabs=1e-8, epsrel=1e-8)[0]
    strip = quad(lambda b: 2 * gammainc(3, 2 * b) / (edge + b)**2, 0, edge)[0]
    return square + 2 * strip + 1 / edge


E_sphere = radial_mean(lambda r: 2 / (r + float(radial_map(r))))
E_bound = probability_bound(20.0)
assert abs(E_bound - probability_bound(30.0)) < 1e-6
assert abs(E_sphere - E_bound) < 1e-5
E_equal = radial_mean(lambda r: 2 / (2 * r))
E_indep = radial_mean(lambda r: 2 * (2 / r) * gammainc(3, 2 * r))
assert E_sphere < E_equal < E_indep

# assignment in space: shells of equal weight times icosahedron directions
g = (1 + 5**0.5) / 2
dirs = []
for s1 in (1, -1):
    for s2 in (g, -g):
        dirs += [(0, s1, s2), (s1, s2, 0), (s2, 0, s1)]
dirs = np.array(dirs) / np.sqrt(1 + g * g)
n_shells = 8
radii = gammaincinv(3, (np.arange(n_shells) + 0.5) / n_shells) / 2
cloud = np.array([r * d for r in radii for d in dirs])
distance = np.linalg.norm(cloud[:, None] - cloud[None], axis=2)
np.fill_diagonal(distance, 1e-6)       # makes self-pairing prohibitively dear
rows, cols = linear_sum_assignment(2 / distance)
norms = np.linalg.norm(cloud, axis=1)
predicted = -cloud * (radial_map(norms) / norms)[:, None]
assert np.allclose(cloud[cols], predicted, atol=1e-6)

# ---------------- printed results ----------------
print(f"1 Ry = {RY_EV:.6f} eV")
print(f"LINE: number of electrons N = {N}")
print(f"segment boundaries a1, a2 = {a1:.4f}, {a2:.4f} bohr")
for x in (0.0, 2.0):
    f2, f3 = float(comotion(x, 2)), float(comotion(x, 3))
    print(f"x = {x:.1f} bohr: Ne(x) = {cumulant(x):.4f} electrons")
    print(f"  f2 = {f2:.4f} bohr, Ne(f2) = {cumulant(f2):.4f} electrons")
    print(f"  f3 = {f3:.4f} bohr, Ne(f3) = {cumulant(f3):.4f} electrons")
    print(f"  repulsion of this configuration = {repulsion([x, f2, f3]):.4f} Ry")
print(f"smallest distance of neighbours = {closest:.4f} bohr")
print(f"energy from co-motion functions = {E_line:.5f} Ry")
print(f"  the same = {E_line * RY_EV:.3f} eV")
print(f"energy from window bound = {E_window:.5f} Ry")
print(f"one per segment, independent places = {E_cells:.3f} Ry")
print(f"sites in linear program = {n_sites}, triples = {len(triples)}")
print(f"linear program minimum, 2/d = {lp_min:.5f} Ry")
print(f"unit-separation rule on sites, 2/d = {lp_rule:.5f} Ry")
print(f"softening length = {soft:.1f} bohr")
print(f"softened: concave below d = {soft / 2**0.5:.3f} bohr")
print(f"largest distance between sites = {sites[-1] - sites[0]:.3f} bohr")
print(f"softened: linear program minimum = {soft_min:.5f} Ry")
print(f"softened: unit-separation rule = {soft_rule:.5f} Ry")
print("SPHERE: two electrons, n(r) = (2/pi) exp(-2r) per bohr^3")
print(f"fixed point r* = {r_fix:.4f} bohr, Ne(r*) = {Ne(r_fix):.4f} electrons")
for r in (0.25, 0.5, 1.0, 2.0, 3.0):
    f = float(radial_map(r))
    print(f"r = {r:.2f} bohr: Ne(r) = {Ne(r):.4f} electrons, f = {f:.4f} bohr,"
          f" 2/(r+f) = {2 / (r + f):.4f} Ry")
print(f"repulsion at the fixed point = {1 / r_fix:.4f} Ry")
print(f"energy from radial map = {E_sphere:.5f} Ry")
print(f"  the same = {E_sphere * RY_EV:.3f} eV")
print(f"energy from probability bound = {E_bound:.5f} Ry")
print(f"opposite electrons at equal radii = {E_equal:.5f} Ry")
print(f"independent electrons = {E_indep:.5f} Ry")
print(f"points in assignment test = {len(cloud)}")
print("done: every assertion held")
```

Printed output:

```
1 Ry = 13.605693 eV
LINE: number of electrons N = 3
segment boundaries a1, a2 = 0.3119, 1.4928 bohr
x = 0.0 bohr: Ne(x) = 0.7500 electrons
  f2 = 1.1734 bohr, Ne(f2) = 1.7500 electrons
  f3 = 3.1130 bohr, Ne(f3) = 2.7500 electrons
  repulsion of this configuration = 3.3780 Ry
x = 2.0 bohr: Ne(x) = 2.3274 electrons
  f2 = -0.7066 bohr, Ne(f2) = 0.3274 electrons
  f3 = 0.6865 bohr, Ne(f3) = 1.3274 electrons
  repulsion of this configuration = 3.6973 Ry
smallest distance of neighbours = 1.1674 bohr
energy from co-motion functions = 3.40094 Ry
  the same = 46.272 eV
energy from window bound = 3.40094 Ry
one per segment, independent places = 4.774 Ry
sites in linear program = 12, triples = 220
linear program minimum, 2/d = 3.43987 Ry
unit-separation rule on sites, 2/d = 3.43987 Ry
softening length = 10.0 bohr
softened: concave below d = 7.071 bohr
largest distance between sites = 5.200 bohr
softened: linear program minimum = 0.58421 Ry
softened: unit-separation rule = 0.58622 Ry
SPHERE: two electrons, n(r) = (2/pi) exp(-2r) per bohr^3
fixed point r* = 1.3370 bohr, Ne(r*) = 1.0000 electrons
r = 0.25 bohr: Ne(r) = 0.0288 electrons, f = 3.9711 bohr, 2/(r+f) = 0.4738 Ry
r = 0.50 bohr: Ne(r) = 0.1606 electrons, f = 2.8182 bohr, 2/(r+f) = 0.6027 Ry
r = 1.00 bohr: Ne(r) = 0.6466 electrons, f = 1.7433 bohr, 2/(r+f) = 0.7290 Ry
r = 2.00 bohr: Ne(r) = 1.5238 electrons, f = 0.8411 bohr, 2/(r+f) = 0.7039 Ry
r = 3.00 bohr: Ne(r) = 1.8761 electrons, f = 0.4473 bohr, 2/(r+f) = 0.5802 Ry
repulsion at the fixed point = 0.7479 Ry
energy from radial map = 0.67836 Ry
  the same = 9.230 eV
energy from probability bound = 0.67836 Ry
opposite electrons at equal radii = 1.00000 Ry
independent electrons = 1.25000 Ry
points in assignment test = 96
done: every assertion held
```
